BGK and Shakhov Models: The Prandtl Number of a Monatomic Gas

DEFINITIONS AND CONVENTIONS

Consider a dilute, classical monatomic gas of molecular mass m, with R = k_B/m. The distribution f(x, v, t) is a mass density in velocity space. It defines the density ρ, the flow velocity u, the peculiar velocity c = v − u, the temperature T and the pressure p:

ρ = ∫ f dv,  ρu = ∫ v f dv,  3ρRT = ∫ c² f dv,  p = ρRT.

The viscous part of the pressure tensor and the heat flux are

σ_ij = ∫ c_i c_j f dv − p δ_ij,  q_i = ½ ∫ c_i c² f dv.

The viscosity μ and conductivity k are defined by

σ_ij = −μ(∂_i u_j + ∂_j u_i − ⅔ δ_ij ∇·u),  q = −k∇T.

The heat capacity per mass at constant pressure is c_p = 5R/2, and the Prandtl number is Pr = c_p μ/k. It compares the diffusion of momentum with that of heat.

The local Maxwellian is M = ρ(2πRT)^(−3/2) exp(−c²/2RT). Its mean even powers are ⟨c²⟩ = 3RT, ⟨c⁴⟩ = 15(RT)² and ⟨c⁶⟩ = 105(RT)³. By isotropy ⟨c_i c_j F(c)⟩ = δ_ij ⟨c² F(c)⟩/3, so

∫ c_i c_j M dv = p δ_ij,
∫ c_i c_j c² M dv = 5pRT δ_ij,
∫ c_i c_j c⁴ M dv = 35p(RT)² δ_ij.

The BGK equation replaces all collisions by relaxation towards M:

∂f/∂t + v·∇f = (M − f)/τ.

Since M has the same ρ, u and T as f, mass, momentum and energy are conserved. The time τ may depend on density and temperature, but not on molecular velocity. The claim to be examined is that this free τ can be chosen so that the equation describes both viscosity and heat conduction.

THE COUNTER-EXAMPLE: A SHEARED GAS BETWEEN TWO WALLS

A gas fills the gap 0 < y < L. The wall at y = 0 is at rest, the wall at y = L moves along x with speed U, and both are held at temperature T_w. The flow is steady and laminar, with u = (u(y), 0, 0), and L is much larger than the mean free path. A prime on u or T means d/dy.

First we find what BGK predicts for the fluxes. In this flow v_y = c_y, so the equation reads f = M − τ c_y ∂f/∂y. To first order in the gradients, f on the right is replaced by M:

f = M − τ c_y ∂M/∂y.

To this order p is uniform across the gap, hence ρ′/ρ = −T′/T. Differentiating ln M at fixed v, with ∂c_x/∂y = −u′, gives

∂ln M/∂y = ρ′/ρ − (3/2)T′/T + (c²/2RT)T′/T + c_x u′/RT
= (c²/2RT − 5/2)T′/T + c_x u′/RT.

In the shear stress the temperature term is odd in c_x and vanishes. With ∫ c_x² c_y² M dv = p RT,

σ_xy = −(τu′/RT) ∫ c_x² c_y² M dv = −pτ u′.

In the heat flux the shear term vanishes by parity, and

q_y = −(τT′/2T) ∫ c_y² c² (c²/2RT − 5/2) M dv
= −(τT′/2T) pRT (35/2 − 25/2)
= −(5/2)R pτ T′.

Therefore

μ = pτ,  k = (5/2)R pτ = c_p μ,  Pr = 1.

Now consider the temperature profile for a general constant Pr. Momentum balance gives μu′ = S, a constant. Energy balance is (kT′)′ + μu′² = 0. Since μu′² = Su′, it integrates to

kT′ + Su = C.

Insert k = c_p μ/Pr and divide by μ = S/u′:

(c_p/Pr)T′ + uu′ = (C/S)u′.

Every term is a derivative, even if μ depends on temperature, so

(c_p/Pr)T + u²/2 = (C/S)u + D.

The wall at u = 0 gives D = c_p T_w/Pr; the wall at u = U then gives C/S = U/2. Hence

T = T_w + (Pr/2c_p) u(U − u).

The maximum lies at u = U/2:

ΔT_peak = Pr U²/(8c_p).

The relaxation time has dropped out. A larger τ raises frictional heating and heat removal in the same proportion. For a gas with Pr = 2/3, a value derived below, BGK overstates the peak rise by one half whatever τ is, up to wall corrections of first order in the ratio of mean free path to L. These matter sooner than one might guess: with a mean free path of about 4% of the gap, the excess of BGK over Shakhov's equation (introduced below) at the same τ is only about 35%.

For numbers, take a model gas of atomic mass 40 u at 300 K and 760 Torr, with viscosity 22 µPa s and Pr = 2/3. Let L = 50 µm and U = 100 m/s. Then R = 207.86 J/(kg K), c_p = 519.65 J/(kg K), and the target conductivity is

k = 519.65 × 22×10⁻⁶/(2/3) = 17.15 mW/(m K).

Matching BGK to the viscosity requires τ = μ/p = 22×10⁻⁶/101325 s = 0.217 ns. The conductivity is then c_p μ = 11.43 mW/(m K), one third below the target. The wall stress is right,

μU/L = 22×10⁻⁶ × 100/(50×10⁻⁶) = 44 Pa,

and so is the heat delivered to each wall. The work per area and time is 44 × 100 = 4400 W/m², and by symmetry each wall receives 2200 W/m². But the gas needs too large a temperature difference to carry this heat.

Matching BGK to the conductivity instead requires τ = k/(c_p p) = 0.326 ns. Now the viscosity is 33 µPa s, one half above the target. The stress rises to 66 Pa and the heat per wall to 3300 W/m². Both choices give the same peak rise:

BGK: ΔT_peak = 100²/(8 × 519.65) = 2.41 K.
Pr = 2/3: ΔT_peak = (2/3) × 2.405 = 1.60 K.

A stronger case shows that the cancellation does not rely on constant properties. At U = 1000 m/s, numerical solution of the same continuum equations with μ and k proportional to T^0.5, and again to T, gives 240.5 K for Pr = 1 and 160.4 K for Pr = 2/3. The exponent leaves the peak unchanged, as the integration above requires. This is a test of the laminar equations, not a forecast for this gap, where so fast a flow could be turbulent.

THE CORRECT GENERAL STATEMENT

For near-equilibrium flow, to first order in the gradients:

(a) BGK with a velocity-independent τ gives Pr = 1.

(b) The Boltzmann equation gives Pr = 2/3 for Maxwell molecules, whose collision rate does not depend on relative speed. For other central forces it gives 2/3 in the lowest polynomial approximation.

(c) Shakhov's equation, which replaces M in the relaxation term by

f_S = M[1 + (1 − Pr) q·c (c²/RT − 5)/(5pRT)],

gives μ = pτ and k = (5/2)R pτ/Pr. It restores 2/3 when Pr = 2/3 is supplied; it does not predict that number.

PROOF FOR THE TWO RELAXATION MODELS

We treat (c), which contains (a) as the case Pr = 1. First, the moments of the added term. It is odd in c, so it changes neither density, energy nor stress. Its momentum is proportional to

∫ c_i c_j (c²/RT − 5) M dv = (5p − 5p)δ_ij = 0.

This is why the number 5 stands in the bracket. For the heat flux,

½ ∫ c_i c_j c² (c²/RT − 5) M dv = ½(35 − 25)pRT δ_ij = 5pRT δ_ij.

The prefactor (1 − Pr)/(5pRT) turns this into a target heat flux (1 − Pr)q. In a spatially uniform gas, therefore,

dσ_ij/dt = −σ_ij/τ,
dq/dt = [(1 − Pr)q − q]/τ = −Pr q/τ.

These two laws hold far from equilibrium as well, since no expansion was used. BGK makes stress and heat flux decay equally fast; for Pr < 1, Shakhov's term slows the decay of the heat flux and leaves that of the stress unchanged. Direct integration for a gas made of two streams with different velocities and temperatures gave decay rates 1.0000 and 1.0000 for BGK, and 1.0000 and 0.6667 for Shakhov, in units of 1/τ.

For arbitrary small gradients, write 𝒟 = ∂/∂t + v·∇ = d/dt + c·∇, where d/dt follows the flow. Since 𝒟c = −𝒟u,

𝒟 ln M = 𝒟 ln ρ + (c²/2RT − 3/2) 𝒟 ln T + c·𝒟u/RT.

To leading order the time derivatives obey the inviscid equations

d ln ρ/dt = −∇·u,  du/dt = −∇p/ρ,  d ln T/dt = −⅔∇·u.

The density and temperature derivatives together contribute

−∇·u − ⅔(c²/2RT − 3/2)∇·u = −(c²/3RT)∇·u.

The acceleration contributes −c·∇p/(ρRT) = −c·(∇ln ρ + ∇ln T). This cancels the density gradient and changes 3/2 to 5/2 in the temperature term. Thus

𝒟 ln M = (c²/2RT − 5/2)c·∇ln T + (c_i c_j − c²δ_ij/3)∂_i u_j/RT.

The kinetic equation is f = f_S − τ𝒟f, and to first order f = f_S − τM 𝒟 ln M. Its heat-flux moment uses the same integral as in the sheared gas:

q = (1 − Pr)q − (5/2)R pτ∇T.

Moving (1 − Pr)q to the left leaves Pr q, so

k = (5/2)R pτ/Pr.

For the stress we need

∫ c_i c_j c_k c_l M dv = pRT(δ_ij δ_kl + δ_ik δ_jl + δ_il δ_jk).

Subtracting δ_kl/3 times ∫ c_i c_j c² M dv = 5pRT δ_ij leaves −⅔δ_ij δ_kl in place of δ_ij δ_kl. Hence

σ_ij = −pτ(∂_i u_j + ∂_j u_i − ⅔δ_ij ∇·u),  μ = pτ.

The ratio c_p μ/k equals the supplied Pr, which proves (c) and, for Pr = 1, (a). The local τ came out of the velocity integrals as a factor. A τ that depends on c would not, and such models are outside this statement.

A second route uses small waves. At small wavenumber K, transverse velocity decays at the rate μK²/ρ, and temperature at uniform pressure at the rate kK²/(ρc_p). The ratio of the rates is Pr. Diagonalizing the linearized kinetic operator at K = 0.01/(τ√(RT)), with seven quadrature points per velocity direction, gave 1.0001 for BGK and 0.6667 for Shakhov with 2/3 supplied.

PROOF FOR BOLTZMANN COLLISIONS

Measure c in units of √(RT) in this section. Write f = M(1 + φ) and the linearized collision term as −M𝓛φ, where

𝓛φ = ∫∫ (M₁/m) B(g, χ)(φ + φ₁ − φ′ − φ₁′) dΩ dv₁.

Here B is relative speed g times differential cross-section, χ is the scattering angle, and primes mark velocities after the collision. The first-order equation is 𝓛φ = −𝒟 ln M. BGK corresponds to 𝓛φ = φ/τ for every φ orthogonal to the conserved functions 1, c and c²; on those functions 𝓛 gives zero. If instead 𝓛 multiplies the heat-flux function c_x(c² − 5) by ν_q and the stress function c_x c_y by ν_σ, the preceding calculation holds with 1/τ replaced separately:

μ = p/ν_σ,  k = (5/2)R p/ν_q,  Pr = ν_q/ν_σ.

For a general force these functions are not eigenfunctions. The lowest approximation keeps them as trial functions ψ and projects the equation on them, which gives

ν = ⟨ψ𝓛ψ⟩/⟨ψ²⟩.

Exchanging the two molecules, and exchanging initial with final velocities, puts the numerator into the form

⟨ψ𝓛ψ⟩ = ¼ ∫ (pair weight) B (Δψ)²,  Δψ = ψ′ + ψ₁′ − ψ − ψ₁.

Set c = G + g/2 and c₁ = G − g/2, with vectors G and g. A collision keeps G and |g| and turns g into g′. Under the Maxwellian, G and g are independent, and each component of G has variance ½.

For the stress function, ψ + ψ₁ = 2G_x G_y + ½g_x g_y, so Δψ = ½(g′_x g′_y − g_x g_y). We average over common rotations of g and g′. The traceless tensors g_i g_j − g²δ_ij/3 and g′_i g′_j − g²δ_ij/3 have the full contraction g⁴(cos²χ − ⅓), and by isotropy their xy components have one tenth of it as mean product. With χ = 0 for the squares,

⟨(Δψ)²⟩ = ¼ · 2 · (g⁴/10)[⅔ − (cos²χ − ⅓)] = g⁴ sin²χ/20.

For the heat-flux function, the part −5c_x is conserved and drops out. The rest gives

c²c_x + c₁²c₁ₓ = 2G_x(G² + g²/4) + (G·g)g_x,
Δψ = Σ_i G_i(g′_i g′_x − g_i g_x).

Averaging over G and then over rotations, with ⟨g_x²⟩ = g²/3 and ⟨g_x g′_x⟩ = g² cos χ/3,

⟨(Δψ)²⟩ = ½[g²⟨g′_x²⟩ + g²⟨g_x²⟩ − 2g² cos χ ⟨g_x g′_x⟩]
= ½(g⁴/3)(2 − 2cos²χ) = g⁴ sin²χ/3.

The norms are ⟨c_x² c_y²⟩ = 1 and ⟨c_x²(c² − 5)²⟩ = (105 − 150 + 75)/3 = 10. The remaining average over g and χ is common to both rates, so

Pr = ν_q/ν_σ = (1/30)/(1/20) = 2/3.

The cross-section has cancelled.

For Maxwell molecules B does not depend on g. Take the total collision rate finite. For a repulsive force falling as the inverse fifth power of distance, this means first omitting the most grazing collisions; their contribution to both decay rates vanishes as the cutoff is removed, because of the factor sin²χ. Averaging a polynomial in g′ over azimuth about g, at fixed χ, gives a polynomial in g of no higher degree, so 𝓛 does not raise the degree of a polynomial in c. It also respects rotations and reflections and is symmetric in the Maxwellian inner product. The vector polynomials up to degree three are combinations of c and c²c. Those orthogonal to the conserved c are multiples of c(c² − 5), which must therefore be an eigenfunction. The traceless symmetric tensor of degree two is likewise unique. The trial functions are then true eigenfunctions, and 2/3 is the full first-order result. This proves (b).

For hard spheres, quadrature with four polynomials in each channel gives Pr = 0.6607; the fourth changes it by −0.0001. Thus 2/3 is about 1% high there, and Shakhov's equation can be given the lower value.

WHERE THE MODELS AND THE EXAMPLE CEASE TO HOLD

For small gradients and a short mean free path, BGK remains usable when only one transport process matters: τ may be taken from k for conduction between resting walls, or from μ for nearly isothermal shear. The conflict appears when both enter.

Shakhov's target can become negative. Opposite to q, with x = c/√(RT) and s = q/(p√(RT)), this happens beyond the root of

1 = (1 − Pr)s x(x² − 5)/5.

For the 2200 W/m² of the example the root is x = 55.7, where the Maxwellian is negligible. For s = 1 and Pr = 2/3 it is near 3.1, so under such extreme fluxes the target is negative in a part of the tail that is sparsely populated but no longer negligible.

The mean free path (μ/p)√(πRT/2) is 68 nm, or 0.00136 of the gap. For fully accommodating walls, a simple estimate puts the temperature-jump length at 1.875 mean free paths and the slip length at one. The temperature gradient at each wall is 4ΔT_peak/L, so the jump raises the peak by the fraction four jump lengths divided by L, or 1.0% of the peak rise; slip lowers it by 0.5%. These lengths are somewhat low: the half-space solutions of Shakhov's equation give 2.2 and 1.15 mean free paths, hence +1.2% and −0.6%. For hard spheres with the diameter that reproduces this viscosity, the excluded volume, four times the spheres' own volume, is 0.25% of the gas volume. All are small beside the 50% error of BGK.

In a gap of 5 µm, other inputs held fixed, the jump and slip estimates grow about tenfold. In the original 50 µm gap the Reynolds number ρUL/μ is 369, below the rough thousand at which turbulence becomes a concern. The result is also sensitive to the assumption of equal wall temperatures. If the moving wall is 1 K warmer, the solution gains a term (1 K)u/U, which adds 0.5 K at u = U/2, about 30% of the 1.60 K. The full set of computed values is in the numerical output below.

Values computed for the example and the checks

```
Decay rates stress, heat flux, BGK (1/tau): 1.0000, 1.0000
Same, Shakhov (1/tau): 1.0000, 0.6667
Pr from spectrum, BGK: 1.0001
Pr from spectrum, Shakhov: 0.6667
Pr Boltzmann, Maxwell molecules, 4 terms: 0.66667
Pr Boltzmann, hard spheres, 1 term: 0.66667
Pr Boltzmann, hard spheres, 4 terms: 0.66073
  shift from 3 to 4 terms: -1.2e-04
Pr, forward-peaked scattering, 1 term: 0.66667
Atomic mass: 40 u
Wall temperature: 300 K
Pressure: 760 Torr = 101325 Pa
Gap: 50 um
Wall speed: 100 m/s
Gas constant per mass R: 207.86 J/(kg K)
Heat capacity cp: 519.65 J/(kg K)
Density: 1.625 kg/m3
Target viscosity: 22.00 uPa s
Target conductivity: 17.15 mW/(m K)
BGK, mu matched: tau = 0.2171 ns
  mu = 22.00 uPa s, k = 11.43 mW/(m K)
  wall stress = 44.0 Pa, flux per wall = 2200 W/m2
  peak temperature rise = 2.406 K
BGK, k matched: tau = 0.3257 ns
  mu = 33.00 uPa s, k = 17.15 mW/(m K)
  wall stress = 66.0 Pa, flux per wall = 3300 W/m2
  peak temperature rise = 2.406 K
Shakhov: tau = 0.2171 ns
  mu = 22.00 uPa s, k = 17.15 mW/(m K)
  wall stress = 44.0 Pa, flux per wall = 2200 W/m2
  peak temperature rise = 1.604 K
Peak rise at 1000 m/s, mu ~ T^0.5: BGK 240.54 K, Pr=2/3 160.36 K
Peak rise at 1000 m/s, mu ~ T^1.0: BGK 240.54 K, Pr=2/3 160.36 K
Mean free path: 68.0 nm
Knudsen number: 0.00136
Temperature jump, change of rise: +1.02 %
Velocity slip, change of rise: -0.54 %
Hard-sphere Pr, change of rise: -0.89 %
Finite density, covolume fraction: 0.25 %
Shear rate times tau: 4.34e-04
Thermal entry length: 0.62 mm
Reynolds number: 369
Mach number: 0.310
Shakhov target negative beyond: 55.7 sqrt(RT)
```
